# Exponential filling of an empty level by a full wide-band lead

An empty electron level with a width of 2.0 meV, suddenly coupled to a full metal band, is 26 % occupied after 100 fs, 78 % after 500 fs and 95 % after 1000 fs. The three numbers lie on one curve, $1-e^{-t/\tau}$ with $\tau=329$ fs, and the energy of the level does not enter it. Two things need explaining: why a coherent quantum process, in which the electron could also return to the lead, gives a plain exponential, and why the rate is $\Gamma/\hbar$ when the amplitude on the level decays at only half that rate.

Take one spin orbital with energy $\varepsilon_0$ and operator $d$, and a lead of non-interacting electrons with energies $\varepsilon_k$ and operators $c_k$. The coupling is switched on at $t=0$:

$$H=\varepsilon_0 d^\dagger d+\sum_k\varepsilon_k c_k^\dagger c_k+\theta(t)\sum_k\left(V_k d^\dagger c_k+V_k^* c_k^\dagger d\right).$$

Before that moment the level is empty and uncorrelated with the lead, in which every state is filled. The width of the level is defined by

$$\Gamma=2\pi\sum_k|V_k|^2\,\delta(\varepsilon-\varepsilon_k).$$

In the wide-band limit $\Gamma$ is independent of $\varepsilon$ and the band extends far above and below the level. Sums over the lead then become integrals, $\sum_k|V_k|^2F(\varepsilon_k)=\int\frac{d\varepsilon}{2\pi}\,\Gamma F(\varepsilon)$. With this definition $\Gamma$ is the full width at half maximum of the level, not the half width.

The occupation is contained in the lesser Green function, here defined with a factor $1/\hbar$:

$$G^<(t,t')=\frac{i}{\hbar}\langle d^\dagger(t')d(t)\rangle,\qquad n(t)=\langle d^\dagger(t)d(t)\rangle=-i\hbar\,G^<(t,t).$$

The second relation follows from the first because $-i\hbar\cdot i/\hbar=1$.

For $t>0$ the Heisenberg equations are linear,

$$i\hbar\dot d=\varepsilon_0 d+\sum_kV_kc_k,\qquad i\hbar\dot c_k=\varepsilon_kc_k+V_k^*d.$$

The second one is solved by treating $d$ as a source:

$$c_k(t)=e^{-i\varepsilon_kt/\hbar}c_k(0)-\frac{i}{\hbar}V_k^*\int_0^t e^{-i\varepsilon_k(t-s)/\hbar}d(s)\,ds.$$

Inserting this into the first equation separates what the lead brings in from what the level itself has sent out earlier:

$$i\hbar\dot d(t)=\varepsilon_0d(t)+\xi(t)+\int_0^t\Sigma^r(t-s)\,d(s)\,ds,$$

$$\xi(t)=\sum_kV_ke^{-i\varepsilon_kt/\hbar}c_k(0),\qquad \Sigma^r(u)=-\frac{i}{\hbar}\theta(u)\sum_k|V_k|^2e^{-i\varepsilon_ku/\hbar}.$$

To evaluate the memory kernel, let the flat band run from $-W$ to $W$ and let $W$ grow. Then

$$\Sigma^r(u)=-i\theta(u)\,\frac{\Gamma}{2\pi\hbar}\int_{-W}^{W}e^{-i\varepsilon u/\hbar}d\varepsilon=-i\Gamma\,\theta(u)\,\frac{\sin(Wu/\hbar)}{\pi u}.$$

The last fraction is a peak of width about $\hbar/W$ and total area 1 over all $u$. The memory integral covers only $u>0$, hence half the peak, with area $\tfrac12$. If $|\varepsilon_0|$ and $\Gamma$ are small against $W$, $d(s)$ hardly changes across the peak, and the integral becomes $-\tfrac{i}{2}\Gamma d(t)$. This is the origin of the half width in the amplitude. Dividing by $i\hbar$ gives

$$\dot d=-a\,d-\frac{i}{\hbar}\xi(t),\qquad a=\frac{i\varepsilon_0+\Gamma/2}{\hbar}.$$

Its solution, found with the integrating factor $e^{at}$, is

$$d(t)=e^{-at}d(0)-\frac{i}{\hbar}\int_0^te^{-a(t-s)}\xi(s)\,ds.$$

The retarded function $G^r(t,t')=-\frac{i}{\hbar}\theta(t-t')\langle\{d(t),d^\dagger(t')\}\rangle$ follows in the same way. The elimination of the lead can be started at $t'$ instead of 0; the source then contains $c_k(t')$, which anticommutes with $d^\dagger(t')$ at equal times, so that only the first term contributes:

$$G^r(t,t')=-\frac{i}{\hbar}\theta(t-t')\,e^{-a(t-t')}.$$

In terms of this function, $e^{-at}=i\hbar G^r(t,0)$ and

$$d(t)=i\hbar\,G^r(t,0)\,d(0)+\int_0^tG^r(t,s)\,\xi(s)\,ds.$$

Now form $\langle d^\dagger(t')d(t)\rangle$. The adjoint of the solution contains $G^a(s',t')=[G^r(t',s')]^*$. The cross terms contain $\langle d^\dagger(0)c_k(0)\rangle$ or its conjugate, and these vanish in the uncorrelated initial state. With $(i\hbar)(-i\hbar)=\hbar^2$ the two remaining terms are

$$G^<(t,t')=\hbar^2G^r(t,0)\,g^<(0,0)\,G^a(0,t')+\int_0^t\!ds\int_0^{t'}\!ds'\,G^r(t,s)\,\Sigma^<(s,s')\,G^a(s',t').$$

Here $g^<(0,0)=(i/\hbar)n_0$ carries the initial occupation $n_0$, and

$$\Sigma^<(s,s')=\frac{i}{\hbar}\langle\xi^\dagger(s')\xi(s)\rangle=\frac{i}{\hbar}\int\frac{d\varepsilon}{2\pi}\,\Gamma f(\varepsilon)\,e^{-i\varepsilon(s-s')/\hbar},$$

where $f$ is the occupation of the lead states. This is the Keldysh equation with its initial term. For an empty level $n_0=0$ and the initial term is zero.

The filled lead has $f=1$ at every energy. Since $\int d\varepsilon\,e^{-i\varepsilon u/\hbar}=2\pi\hbar\,\delta(u)$,

$$\Sigma^<(s,s')=i\Gamma\,\delta(s-s').$$

Electrons arriving from the full lead at different times are uncorrelated. A Fermi edge would spoil this. A sharp step in $f$ adds a correlation that falls off only as $1/|s-s'|$; at temperature $T$ the step is smeared and the correlation is cut off exponentially after about $\hbar/\pi k_BT$, which is 8 fs at 300 K. The delta function now carries its full weight, in contrast to the retarded kernel: the double integral runs over both signs of $s-s'$.

One time integral remains. The product of the two outer functions is $G^r(t,s)G^a(s,t')=\hbar^{-2}e^{-a(t-s)-a^*(t'-s)}$, since $(-i)(i)=1$. With $a+a^*=\Gamma/\hbar$ and $m$ the smaller of $t$ and $t'$,

$$G^<(t,t')=\frac{i\Gamma}{\hbar^2}\,e^{-at-a^*t'}\int_0^{m}e^{\Gamma s/\hbar}ds=\frac{i}{\hbar}\,e^{-at-a^*t'}\left(e^{\Gamma m/\hbar}-1\right).$$

The real part of the prefactor's exponent is $-\Gamma(t+t')/2\hbar$, and $t+t'-2m=|t-t'|$, so

$$G^<(t,t')=\frac{i}{\hbar}\,e^{-i\varepsilon_0(t-t')/\hbar}\left[e^{-\Gamma|t-t'|/2\hbar}-e^{-\Gamma(t+t')/2\hbar}\right].$$

The first term is the stationary function of a full level; the second removes what had not yet arrived. At equal times the phase with $\varepsilon_0$ drops out, and multiplication by $-i\hbar$ gives

$$n(t)=1-e^{-\Gamma t/\hbar},\qquad \dot n=\frac{\Gamma}{\hbar}(1-n).$$

For electrons the factor $1-n$ can be read as entry at the rate $\Gamma/\hbar$ as far as the level is empty. It is not a consequence of the Pauli principle alone: the derivation of $G^<$ used only linear equations, and bosons with one particle in every lead state would give the same $n(t)$. For any occupation $f$ that is the same for all lead states the law is $\dot n=(\Gamma/\hbar)(f-n)$, and here $f=1$. With an initial occupation, the first Keldysh term adds $n_0e^{-\Gamma t/\hbar}$, so that $n=1-(1-n_0)e^{-\Gamma t/\hbar}$.

The question about the return of the electron is settled by following the hole. Write the exact linear solution as $d(t)=U_{dd}d(0)+\sum_kU_{dk}c_k(0)$. For a filled lead and an empty level, $n=\sum_k|U_{dk}|^2$. The anticommutator $\{d(t),d^\dagger(t)\}=1$ requires $|U_{dd}|^2+\sum_k|U_{dk}|^2=1$, hence

$$n(t)=1-|U_{dd}(t)|^2.$$

This holds for any band shape, provided all lead states are filled. The missing occupation is the probability that the hole, placed on the level at $t=0$, is still there. In the wide-band limit $U_{dd}=e^{-at}$: the hole spreads into a continuum and does not come back. Its amplitude decays at $\Gamma/2\hbar$ and its probability at twice that rate. The level energy fixes only the phase of the amplitude.

The same relation shows how a finite band changes the law. At very short times $U_{dk}\approx-iV_kt/\hbar$, and therefore

$$n(t)\approx\frac{t^2}{\hbar^2}\sum_k|V_k|^2=\frac{\Gamma W}{\pi\hbar^2}\,t^2\qquad(t\ll\hbar/W),$$

where the last form belongs to the flat band of half-width $W\gg\Gamma$. The current thus starts from zero and reaches its wide-band value after a time of order $\hbar/W$. In units $\hbar=\Gamma=1$, diagonalizing a discretized lead with $W=20$ gives 0.9997 of the quadratic law at $t=0.005$.

At later times a small correction is left. For energies near the band centre the Fourier transform of the retarded kernel is

$$\Sigma^r(\varepsilon)=\frac{\Gamma}{2\pi}\ln\frac{W+\varepsilon}{W-\varepsilon}-\frac{i\Gamma}{2}\approx\lambda\varepsilon-\frac{i\Gamma}{2},\qquad\lambda=\frac{\Gamma}{\pi W}.$$

The resonance denominator $\varepsilon-\varepsilon_0-\Sigma^r$ becomes $(1-\lambda)\varepsilon-\varepsilon_0+i\Gamma/2$. Its zero moves to $(\varepsilon_0-i\Gamma/2)/(1-\lambda)$ and the amplitude gains a factor $1/(1-\lambda)$. To first order in $\lambda$, $|U_{dd}|^2\approx(1+2\lambda)e^{-(1+\lambda)\Gamma t/\hbar}$, or

$$n(t)\approx1-e^{-\Gamma t/\hbar}\left[1+\lambda\left(2-\frac{\Gamma t}{\hbar}\right)\right].$$

Contributions from the band edges are left out, so this holds for $t\gg\hbar/W$. It describes the small remaining hole probability only while $\lambda\Gamma t/\hbar\ll1$ and the exponential is still large against the edge contributions, which decay more slowly. For $W=80$ and $t=1$ in the same units, $\lambda=0.0040$ and the correction is $-0.368\times0.0040=-0.0015$, which turns 0.63212 into 0.63066. Diagonalization with the level at 3 gives 0.6306. Over the times 0.5, 1, 2 and 4, the largest absolute error of the simple exponential falls from 0.016 to 0.0073 to 0.0037 as $W$ goes from 20 to 40 to 80, close to the expected $1/W$. Moving the level from 3 to $-5$ at $W=80$ changes the occupation by at most 0.0001 at these times.

A real metal is filled only up to its Fermi energy $\mu$. Set $f=1-(1-f)$ in $\Sigma^<$: the 1 gives the exponential, and the rest is a loss. It requires the amplitude fed by lead electrons of energy $\varepsilon$,

$$\int_0^tG^r(t,s)e^{-i\varepsilon s/\hbar}ds=-\frac{i}{\hbar}\,\frac{e^{-i\varepsilon t/\hbar}-e^{-at}}{a-i\varepsilon/\hbar}.$$

Taking the squared modulus and summing over the empty states gives $n(t)=1-e^{-\Gamma t/\hbar}-L(t)$ with

$$L(t)=\int\frac{d\varepsilon}{2\pi}\,[1-f(\varepsilon)]\,\Gamma\,\frac{\left|1-e^{i(\varepsilon-\varepsilon_0)t/\hbar-\Gamma t/2\hbar}\right|^2}{(\varepsilon-\varepsilon_0)^2+\Gamma^2/4}.$$

Two cases show its size. If the Fermi energy coincides with the level, the fraction is even in $\varepsilon-\varepsilon_0$, while $f$ and $1-f$ are mirror images about $\varepsilon_0$. Filled and empty states then contribute equally, $L=\tfrac12(1-e^{-\Gamma t/\hbar})$, and the filling is still exponential but ends at one half. If instead the level lies a depth $D=\mu-\varepsilon_0$ below the Fermi energy, with $D\gg\Gamma$ and $D\gg k_BT$, the denominator is nearly $(\varepsilon-\varepsilon_0)^2$ for the empty metal states above the Fermi energy. The squared modulus is $1+e^{-\Gamma t/\hbar}$ plus a term that oscillates with $\varepsilon$ and averages out for $t\gg\hbar/D$. Integrating $1/(\varepsilon-\varepsilon_0)^2$ from $D$ upwards gives

$$L(t)\approx\frac{\Gamma}{2\pi D}\left(1+e^{-\Gamma t/\hbar}\right).$$

This leaves out the few thermally emptied states at the energy of the level itself, which add about $e^{-D/k_BT}$ to the loss at late times. The formula is sufficient only if this is small against $\Gamma/2\pi D$; for a very narrow level the thermal part can be the larger one. Both parts are small for a deep level. A completely filled lead is therefore a good description of a metal when the level lies many widths and many $k_BT$ below the Fermi energy, at times long against $\hbar/D$.

A gradual switch-on can also be followed. Let all couplings carry a common real factor $r(t)$, so that the width is $\Gamma(t)=r^2(t)\Gamma$. The memory kernel acquires $r(t)r(s)$, which the narrow peak turns into $r^2(t)$ if $r$ varies slowly on the scale $\hbar/W$. The hole amplitude then obeys $i\hbar\dot U_{dd}=[\varepsilon_0-i\Gamma(t)/2]U_{dd}$, and

$$n(t)=1-\exp\left[-\frac1\hbar\int_0^t\Gamma(s)\,ds\right].$$

If $\Gamma(t)$ rises linearly during a time $t_r$ and then stays constant, the integral is $\Gamma(t-t_r/2)$ for $t\ge t_r$: from the end of the ramp on, the curve is the sudden one delayed by half the ramp. Direct propagation with $W=40$, $t_r=1$ and $t=2$, again in units $\hbar=\Gamma=1$, gives 0.7775, against 0.7769 from this law.

The numbers at the beginning belong to a model of a localized interface level at a palladium contact on silicon. The inputs are rough: a silicon gap of 1.12 eV, a barrier of 0.75 eV for electrons and a level 0.25 eV below the metal Fermi energy. The Fermi energy lies $1.12-0.75=0.37$ eV above the valence edge, so the level sits 0.12 eV above that edge, inside the gap. There the metal is the only continuum at its energy, as the model assumes. The width of 2.0 meV stands for a level held somewhat away from the metal. With $\hbar=658$ meV fs,

$$\tau=\frac{\hbar}{\Gamma}=\frac{658\ \text{meV fs}}{2.0\ \text{meV}}=329\ \text{fs},\qquad\frac{\Gamma}{\hbar}=3.04\times10^{12}\ \text{s}^{-1}.$$

Filling to 90 % takes $\tau\ln10=758$ fs, and 99 % takes twice as long, 1516 fs. For a completely filled wide band the initial electron current into the level is $e\Gamma/\hbar=0.49$ µA per spin orbital. In the metal this current builds up in two stages, because an edge of the filled states at an energy distance $E$ from the level makes itself felt until about $\hbar/E$. The band bottom, roughly 6 eV below the Fermi energy or 5.75 eV below the level, ends the quadratic start after about $\hbar/(5.75\ \text{eV})=0.11$ fs. The Fermi energy, only 0.25 eV above the level, delays the full current to a few times $\hbar/(0.25\ \text{eV})=2.6$ fs. Both times are short against $\tau$.

The Fermi edge costs little here. The estimate $\Gamma/2\pi D=0.0020/(2\pi\times0.25)=0.0013$ compares with 0.0014 from the full integral at 300 K and late times. At $t=\tau$ the loss is 0.0019, about 0.5 % of the remaining hole probability of 0.368. Raising the temperature to 400 K, with everything else fixed, increases the late loss to 0.0021. The exponential approach to full occupation loses its meaning once $e^{-t/\tau}$ has fallen to the size of the loss, at about $\tau\ln(1/0.0014)\approx2.2$ ps; from then on the level stays slightly less than full. These losses assume that $\Gamma$ keeps its value over the empty metal states. If it instead doubles every 0.5 eV up to 0.5 or 1 eV above the Fermi energy, the late loss is 0.003 to 0.004 and the crossover comes at about 1.9 ps; if it halves every 0.5 eV, they are 0.0007 and 2.4 ps.

The assumption that the coupling appears suddenly has a visible effect. A ramp of 50 fs delays the filling by 25 fs and lowers the occupation at $t=\tau$ from 0.632 to 0.603, by 5 % of its value. Other effects can be estimated in the same rough way:

- If $\Gamma$ doubles over 0.5 eV, it changes by 0.3 % across the width of the level. The $d$ states of palladium do make the coupling depend on energy, and 0.5 eV is an assumed scale for this. On the same scale $\Gamma$ changes by about 9 % over a phonon quantum of 0.06 eV and by about 14 % over a repulsion of 0.092 eV, the energies used in the next two points. Through them the energy dependence can change the filling by as much as the ramp does.
- A second electron of opposite spin is repelled. For a charge spread over a thin shell of radius 1 nm, centred 2 nm from the metal, and a relative permittivity of 11.7, the repulsion less the attraction by the image charge is 0.09 eV; a uniformly charged sphere of the same radius would give 0.12 eV. The second electron still lies 0.158 eV, roughly 0.16 eV, below the Fermi energy, with a late loss of 0.0045.
- Lattice relaxation spreads the transition over several phonon energies. With quanta of 0.06 eV, a mean number of one quantum and a lattice initially in its ground state, 0.4 % of the weight needs more than four quanta and is blocked by a sharp Fermi edge, if 0.25 eV is the depth of the relaxed level. Four quanta reach to within 0.01 eV of the Fermi energy, less than $k_BT$, so the thermal smearing of the edge matters: weighting each number of quanta with $1-f$ at 300 K raises the blocked part to about 1.5 %. For the second electron, if 0.16 eV is likewise the depth after relaxation, the blocked part is much larger: 8 % with a sharp edge and about 10 % at 300 K. These values keep the lattice in its ground state; a lattice thermally excited at 300 K raises the smeared values to about 1.8 % and 11 %.
- Thermal exchange with the silicon valence band, for a capture cross section of $10^{-15}$ cm², runs at about $10^{-3}$ of the filling rate. Tunnelling to that band requires a valence edge that rises away from the metal, as in the depletion layer of p-type silicon; in that of n-type silicon the edge falls and the level does not meet it. Where it is possible, in a uniform field of 0.1 MV/cm, it is suppressed by a factor of order $10^{-7}$ for a hole mass of 0.3 electron masses, and of order $10^{-5}$ for light holes with 0.16 electron masses. In a depletion layer with this field at the interface the field weakens with distance, and the factors are 5 to 8 times smaller.

These figures size separate corrections for assumed inputs; they do not predict a particular interface. At a real contact $\Gamma$ itself is uncertain, because it depends on the overlap between the localized state and the metal, and hence strongly on their separation. The filling time follows it inversely: with the other inputs fixed, a width of 4 meV instead of 2 meV would halve $\tau$ and the times to 90 % and 99 % filling. A real contact is also not coupled to its interface level at a chosen instant, so the calculated curve describes the response to an idealized switching and not an observed transient. The numerical output below lists the main inputs and most of the computed values.

## Numbers as computed

```
TESTS (hbar = Gamma = 1)
largest error of n, half-width 20: 0.01579
largest error of n, half-width 40: 0.00733
largest error of n, half-width 80: 0.00366
exact n at t=1, half-width 80: 0.6306
exponential law at t=1: 0.6321
change of n, level moved by 8: 0.00010
short-time n / quadratic law: 0.99965
double-integral n at t=1, half-width 100: 0.6278
|two-time function| exact, law: 0.2877, 0.2877
ramped n exact, law: 0.7775, 0.7769
EXAMPLE INPUTS (rough, Pd contact on silicon)
Gamma: 2.0 meV
level below Fermi energy: 0.25 eV
temperature: 300 K
silicon gap: 1.12 eV
electron barrier: 0.75 eV
metal band bottom below Fermi energy: 6.0 eV
EXAMPLE RESULTS
filling rate Gamma/hbar: 3.0385e+12 1/s
filling time hbar/Gamma: 329.1 fs
occupation at 100 fs: 0.2620
occupation at 500 fs: 0.7811
occupation at 1000 fs: 0.9521
time to 90 % filling: 758 fs
time to 99 % filling: 1516 fs
initial current per spin orbital: 0.4868 uA
NEGLECTED EFFECTS (estimates)
thermal energy: 25.85 meV
empty-state loss of n at hbar/Gamma: 0.00186
empty-state loss at late times, 300 K: 0.00139
empty-state loss at late times, 400 K: 0.00209
band-bottom loss at hbar/Gamma: 7.6e-05
quadratic-onset time scale: 0.114 fs
energy over which Gamma doubles: 0.5 eV
change of Gamma across level width: 0.28 %
switching ramp, delay: 50 fs, 25 fs
n at hbar/Gamma, sudden, ramped: 0.6321, 0.6031
radius, distance to metal: 1.0 nm, 2.0 nm
relative permittivity: 11.7
repulsion of second electron: 0.092 eV
second electron below Fermi energy: 0.158 eV
its late empty-state loss: 0.0045
phonon energy, Huang-Rhys factor: 0.06 eV, 1.0
blocked phonon weight above 4 quanta: 0.0037
level above valence edge: 0.12 eV
thermal speed, cross section: 1e+07 cm/s, 1e-15 cm2
valence density of states: 2.7e+19 1/cm3
valence exchange rate / filling rate: 8.6e-04
field, hole mass: 0.1 MV/cm, 0.3 m_e
field-tunnelling factor: 1.8e-07
```
